\section*{Does a Closed Charge-Voltage Loop with Remanence Prove Ferroelectricity?}

\section*{Question}

Suppose a 10 nm oxide film between metal electrodes is driven by a 3 V triangular wave at 100 Hz. The integrated current, plotted against voltage, gives a closed loop. At zero voltage the charge is about $\pm19\ \mu\mathrm{C/cm^2}$, and the loop crosses zero charge at about $\pm2.4$ MV/cm. Is the film therefore ferroelectric? I would have expected leakage to make the charge drift, so that the loop could not close. If the loop is not enough, does positive-up negative-down (PUND) pulsing settle the matter?

\section*{Answer}

No. A linear dielectric with ohmic leakage can produce that loop. PUND pulsing removes leakage that is the same in both pulses of a pair, but it does not remove every non-ferroelectric signal.

\subsection*{What the integrator counts}

Take all charges and currents per unit area. For film voltage $v$, capacitance $C$, leakage $J_{\rm leak}$ and switchable polarization $P$, the current density is
\begin{equation}
J=C\frac{dv}{dt}+J_{\rm leak}(v)+\frac{dP}{dt}.
\end{equation}
The instrument records $\int J\,dt$. This includes charge that has passed through the film and is no longer held by it. A ferroelectric remanence, in contrast, is polarization still present at zero voltage.

\subsection*{The loop of a leaky linear film}

Set $P=0$ and $J_{\rm leak}=\sigma E$, with conductivity $\sigma$, permittivity $\varepsilon$ and field $E=v/d$, where $d$ is the thickness. Neglect series resistance for now. A zero-mean triangular field of amplitude $E_0$ and frequency $f$ rises at the rate $dE/dt=4fE_0$, because it covers $2E_0$ in half a period. Calling the recorded charge $D$, we have on the rising branch
\begin{equation}
dD=\varepsilon\,dE+\sigma E\,dt
=\varepsilon\,dE+\frac{\sigma E}{4fE_0}\,dE .
\end{equation}
Integration from $-E_0$ gives
\begin{equation}
D(E)=D(-E_0)+\varepsilon(E+E_0)+\frac{\sigma(E^2-E_0^2)}{8fE_0}.
\end{equation}
The last term vanishes at $E=+E_0$, so the two tips differ by $2\varepsilon E_0$. Choosing zero charge midway between them sets $D(-E_0)=-\varepsilon E_0$. On the falling branch $dt=-dE/(4fE_0)$, which reverses the sign of the leakage term. Hence
\begin{equation}
D_\pm(E)=\varepsilon E\pm\frac{\sigma(E_0^2-E^2)}{8fE_0},
\end{equation}
with the upper sign for falling field. The branches meet at both tips, so the loop closes: leakage in the positive half-cycle is cancelled by leakage in the negative one. Your expectation of drift is right when this cancellation fails. Leakage that differs between the two polarities, as with unlike electrodes, opens the loop. So does an offset $V_{\rm off}$ in the drive: for ohmic leakage the opening is $GV_{\rm off}/f$ per cycle, where $G=\sigma/d$.

At $E=0$ the apparent remanence is
\begin{equation}
P_{\rm app}=\frac{\sigma E_0}{8f}.
\end{equation}
For the apparent coercive field, put $E=-xE_0$ and $D_+=0$, and define $a=\sigma/(8f\varepsilon)$. Division by $\varepsilon E_0$ gives
\begin{equation}
-x+a(1-x^2)=0,\qquad
x=\frac{\sqrt{1+4a^2}-1}{2a},
\end{equation}
where the positive root is taken. For small $a$, $x\simeq a$ and the loop is a thin lens. For large $a$, $x\to1$ and the film behaves as a resistor.

The tips can also be rounded. On the falling branch
\begin{equation}
\frac{dD_+}{dE}=\varepsilon-\frac{\sigma E}{4fE_0},
\end{equation}
which vanishes at $E=E_0/(2a)$. If $a>1/2$, this point lies on the falling branch, below the peak field: charge keeps accumulating after the field has turned, for as long as the positive leakage current exceeds the negative capacitive current. Substitution gives the largest charge,
\begin{equation}
D_{\max}=\varepsilon E_0\left[\frac1{2a}+a\left(1-\frac1{4a^2}\right)\right]
=\varepsilon E_0\left(a+\frac1{4a}\right).
\end{equation}

The loop area does not identify a ferroelectric either. The dielectric term integrates to zero over a cycle, and the mean of $E^2$ for a triangular wave is $E_0^2/3$, so
\begin{equation}
\oint E\,dD=\int_0^{1/f}\sigma E^2\,dt=\frac{\sigma E_0^2}{3f}.
\end{equation}
This is Joule heat. It is positive, as is the switching loss of a ferroelectric, so both loops are traversed in the same sense.

\subsection*{Numbers for your film}

Take relative permittivity 30 and $\sigma=5\times10^{-9}$ S/cm. At $E_0=3$ MV/cm the leakage is $0.015\ \mathrm{A/cm^2}$, and
\begin{equation}
P_{\rm app}=\frac{0.015\ \mathrm{A/cm^2}}{8\times100\ \mathrm{s^{-1}}}
=18.75\ \mu\mathrm{C/cm^2}.
\end{equation}
The linear charge $\varepsilon E_0$ is $7.97\ \mu\mathrm{C/cm^2}$, so $a=18.75/7.97=2.35$. This gives $x=0.81$ and an apparent coercive field of 2.43 MV/cm.

A numerical integration of the circuit, with a 1000 $\Omega$ series resistor and a pad of $10^{-4}\ \mathrm{cm^2}$, gives a remanence of $18.74\ \mu\mathrm{C/cm^2}$ and the same coercive field. The charge peaks at $19.59\ \mu\mathrm{C/cm^2}$, when the field has already fallen to 0.64 MV/cm. Yet at zero source voltage the film holds $0.0008\ \mu\mathrm{C/cm^2}$. An offset of 0.1 V opens the loop by $5.00\ \mu\mathrm{C/cm^2}$ per cycle.

For comparison, consider a model ferroelectric without leakage, with $P_s=20\ \mu\mathrm{C/cm^2}$ and
\begin{equation}
\frac{dP}{dt}=\frac{P_s\,\mathrm{sgn}(v)-P}{\tau_0e^{E_a/|E|}},
\end{equation}
where $\tau_0=50$ ns and $E_a=10$ MV/cm. With the voltage amplitude fixed, raising the frequency from 100 Hz to 1 kHz has these effects:
\begin{center}
\begin{tabular}{lcc}
Remanence ($\mu$C/cm$^2$) & 100 Hz & 1 kHz\\
Leaky linear & 18.74 & 1.88\\
Ferroelectric & 20.00 & 20.01
\end{tabular}
\end{center}
The ferroelectric coercive field, taken as source voltage divided by thickness, rises from 1.22 to 1.60 MV/cm. This is mainly because switching has less time; a small part is the voltage drop that the larger switching current causes in the series resistor. A frequency sweep is therefore a useful first check against memoryless leakage, whose false remanence falls as $1/f$, provided that the polarization still saturates. It does not exclude dielectric loss: under a sinusoidal field a linear lossy film shows a charge $\varepsilon''E_0$ at zero field, where $\varepsilon''$ is the imaginary part of the permittivity, and this need not fall with frequency. If the ferroelectric also leaks, the contributions add: at 100 Hz its loop shows $38.73\ \mu\mathrm{C/cm^2}$, nearly twice the true remanence.

\subsection*{What PUND removes}

First apply a negative preset pulse. Then apply two positive pulses, P and U, followed by two negative pulses, N and D. Each has height $V$ and width $w$ and is followed by a zero-voltage gap $g$. Integrate the current from the start of each pulse to the end of its gap.

Assume that each pulse completes switching, that polarization survives the gap, and that the film voltage has decayed to zero by the end of the gap. The capacitive charge then cancels within each window. For ohmic leakage the window charge is
\begin{equation}
Q=G\int v\,dt+\Delta P.
\end{equation}
Let $r$ be the series resistance times the area. The source voltage is $v+rJ$, so $\int v\,dt=Vw-rQ$. Therefore
\begin{equation}
Q(1+rG)=GVw+\Delta P.
\end{equation}
Pulse P reverses the polarization, $\Delta P=2P_s$. Pulse U finds it already reversed, $\Delta P=0$. Subtracting,
\begin{equation}
Q_P-Q_U=\frac{2P_s}{1+rG}.
\end{equation}

With $V=3$ V and $w=g=1000\ \mu$s, the leakage charge is about $0.015\ \mathrm{A/cm^2}\times1000\ \mu\mathrm{s}=15\ \mu\mathrm{C/cm^2}$. The simulated leaky linear film gives P = U = 14.99 $\mu\mathrm{C/cm^2}$, so the difference vanishes. The leaky ferroelectric gives $54.97-14.99=39.98\ \mu\mathrm{C/cm^2}$, close to $2P_s=40$. Raising the series resistor to $100\,000\ \Omega$ makes $rG=0.05$ and lowers the difference to $38.10\ \mu\mathrm{C/cm^2}$.

\subsection*{What PUND does not remove}

The subtraction fails if the non-ferroelectric current depends on history. Consider slow dielectric absorption, modelled by a capacitance $C_a$ that charges and discharges with time constant $\tau$. Neglect the series resistor and write
\begin{equation}
\alpha=e^{-w/\tau},\qquad \beta=e^{-g/\tau},\qquad
c=\beta(1-\alpha)C_aV .
\end{equation}
A positive pulse takes the branch charge from $q$ to $\alpha q+(1-\alpha)C_aV$. The gap multiplies the result by $\beta$. One window thus maps $q$ to $\alpha\beta q+c$. Starting from an uncharged branch, the negative preset leaves $q_0=-c$. After P and U,
\begin{align}
q_1&=\alpha\beta q_0+c=c(1-\alpha\beta),\\
q_2&=\alpha\beta q_1+c .
\end{align}
The charge absorbed during P is $q_1-q_0=c(2-\alpha\beta)$. Subtracting the two recursions gives $q_2-q_1=\alpha\beta(q_1-q_0)$ for U. The false signal is therefore
\begin{equation}
Q_P-Q_U=C_aV\,\beta(1-\alpha)(1-\alpha\beta)(2-\alpha\beta).
\end{equation}
It tends to zero if $\tau\ll g$, because the branch empties within the window. It also tends to zero if $\tau\gg w$, with $g$ fixed, because the branch hardly charges.

For $C_a=5.31\ \mu\mathrm{F/cm^2}$ and $\tau=2000\ \mu$s, simulation gives the following differences in $\mu\mathrm{C/cm^2}$:
\begin{center}
\begin{tabular}{ccccc}
$w$ ($\mu$s) & $g$ ($\mu$s) & $V$ (V) & Absorption & Ferroelectric\\
1000 & 1000 & 3 & 3.92 & 39.98\\
100 & 1000 & 3 & 0.28 & 39.98\\
1000 & 10000 & 3 & 0.08 & 39.98\\
1000 & 1000 & 2 & 2.61 & 39.98
\end{tabular}
\end{center}
Drifting leakage is another source of error. If the current density falls by $\Delta J$ from the start of U, the false difference is $\Delta J\,w$. A 10\% fall gives $1.50\ \mu\mathrm{C/cm^2}$ for 1000 $\mu$s pulses and 0.15 for 100 $\mu$s pulses.

So vary width, gap and voltage. Completed ferroelectric switching leaves a plateau in $Q_P-Q_U$ against all three. One test alone can mislead: the absorption signal levels off with width once $w\gg\tau$, and the drift signal $\Delta J\,w$ does not depend on the gap if $\Delta J$ is fixed. In these models, however, the absorption signal is proportional to voltage, and so is the drift signal for a given percentage fall in ohmic leakage. Even a plateau is strong evidence rather than proof. Traps that filled quickly during pulses of one polarity, held their charge through every gap and were emptied only by pulses of the other polarity would enter the charge balance just as $\Delta P$ does. Independent evidence of a switchable polar structure is needed to exclude them.

\subsection*{How this compares with a real film}

The thickness, permittivity and polarization are rough typical values for ferroelectric hafnium zirconium oxide; the leakage is deliberately far above that of a good film. The weakest assumption for the loop is ohmic conduction. Poole--Frenkel emission, in which the field lowers the barrier for escape from traps, is much steeper. For any odd, memoryless leakage, half the charge passed in a positive half-cycle gives
\begin{equation}
P_{\rm app}=\frac12\,\frac{2}{4fE_0}\int_0^{E_0}J_{\rm leak}\,dE
=\frac1{4fE_0}\int_0^{E_0}J_{\rm leak}\,dE .
\end{equation}
At the same peak current and 100 Hz, a Poole--Frenkel law with a barrier lowering of 0.66 eV at peak field (optical relative permittivity 4, 300 K) reduces the apparent remanence from 18.74 to $2.62\ \mu\mathrm{C/cm^2}$; a permittivity of 5 would give 0.59 eV and about $2.9\ \mu\mathrm{C/cm^2}$. A false remanence near 19 would then need a larger peak current or a lower frequency. The ferroelectric PUND difference hardly moves, to $39.89\ \mu\mathrm{C/cm^2}$. Real films also have a spread of switching rates, so short or weak pulses may leave part of the film unswitched; the single-rate model does not size that loss. Nor does it include back-switching: if a depolarizing field or imprint reverses part of the polarization during the gap, pulse U switches it again, and $Q_P-Q_U$ falls below $2P_s$ and can depend on the gap even in a true ferroelectric. A missing plateau therefore does not rule out ferroelectricity. The drive is 0.60 of a rough breakdown field of 5 MV/cm, so breakdown also limits how far the voltage can be raised in search of a plateau. The numerical output lists the remaining estimates.

\section*{Numbers as computed}
\begin{verbatim}
Thickness 10 nm; relative permittivity 30
Peak voltage 3.0 V; peak field 3.00 MV/cm
Pad area 1.0e-04 cm2; series resistor 1000 ohm
Conductivity 5.0e-09 S/cm; peak leakage 0.0150 A/cm2
Capacitance 2.656 uF/cm2; G 5.00e-03 S/cm2
Film leakage resistance 2.00e+06 ohm
Linear charge at peak field 7.97 uC/cm2
Ferroelectric Ps input 20.0 uC/cm2
Merz law: tau0 50 ns; activation field 10 MV/cm
Switching time at peak field 1.40 us
Leakage ratio a at 100 Hz 2.353 (no unit)
Leaky linear, 100 Hz: loop remanence 18.74 uC/cm2
  loop coercive field 2.43 MV/cm; area 149.9 J/cm3
  charge held by film at V=0 0.0008 uC/cm2
Leaky linear, 1000 Hz: loop remanence 1.88 uC/cm2
  loop coercive field 0.67 MV/cm; area 15.1 J/cm3
  charge held by film at V=0 0.0085 uC/cm2
Ferroelectric, 100 Hz: loop remanence 20.00 uC/cm2
  loop coercive field 1.22 MV/cm; area 99.6 J/cm3
  charge held by film at V=0 20.0008 uC/cm2
Ferroelectric, 1000 Hz: loop remanence 20.01 uC/cm2
  loop coercive field 1.60 MV/cm; area 132.6 J/cm3
  charge held by film at V=0 20.0085 uC/cm2
Leaky linear, 100 Hz: largest charge 19.59 uC/cm2
  reached on falling branch at 0.64 MV/cm
  closure error per cycle 0.0000 uC/cm2
  opening with 0.1 V offset 5.00 uC/cm2
Leaky ferroelectric, 100 Hz: remanence 38.73 uC/cm2
Pulses: 3 V, width 1000 us, gap 1000 us; charges in uC/cm2
Leaky linear: P 14.99, U 14.99, N -14.99, D -14.99
  P-U 0.000; |N-D| 0.000 uC/cm2
Leaky ferroelectric: P 54.97, U 14.99, N -54.97, D -14.99
  P-U 39.980; |N-D| 39.980 uC/cm2
Ferroelectric P-U with 100000 ohm in series 38.10 uC/cm2
Absorption branch: 5.31 uF/cm2, time 2000 us
w 1000 us, gap 1000 us, 3 V: P-U absorption 3.92, ferro 39.98 uC/cm2
w 100 us, gap 1000 us, 3 V: P-U absorption 0.28, ferro 39.98 uC/cm2
w 1000 us, gap 10000 us, 3 V: P-U absorption 0.08, ferro 39.98 uC/cm2
w 1000 us, gap 1000 us, 2 V: P-U absorption 2.61, ferro 39.98 uC/cm2
False P-U, leakage down 10 %: 1.50 (1000 us), 0.15 (100 us) uC/cm2
Poole-Frenkel lowering 0.66 eV at optical permittivity 4; kT 0.0259 eV
  loop remanence at same peak current 2.62 uC/cm2
  ferroelectric P-U with this leakage 39.89 uC/cm2
Tunnel current 1.1e-05 A/cm2 (barrier 2 eV, mass 0.2 m0)
Leakage heating 1.3e-04 K (substrate 150 W/(m K))
Peak field / rough breakdown field of 5 MV/cm: 0.60
Depolarizing field, 0.5 nm dead layer: 0.36 MV/cm
  back-switching time at that field 6.5e+04 s
\end{verbatim}
